Choosing k cutoff, k spacing and distance step for two-centre integral tables

**Two s Gaussians**

Overlap and kinetic integrals of localized numerical orbitals can be stored as functions of interatomic distance. Such a table is controlled by a largest wavenumber k_max (or an equivalent energy), a wavenumber spacing Δk and a distance step h. Two s Gaussians introduce the wavenumber route in which these settings arise.

Place exp(−αr²) at the origin and exp(−β|r−R|²) at R. With p = α+β and μ = αβ/p, completing the square gives

αr² + β|r−R|² = p|r−βR/p|² + μR².

The remaining Gaussian integral is (π/p)^(3/2), so the overlap is

S(R) = (π/p)^(3/2) exp(−μR²).

The same result follows in wavenumber space. The Fourier transform of exp(−αr²) is (π/α)^(3/2) exp(−k²/4α), and moving the second orbital multiplies its transform by exp(−ik·R). Since 1/α + 1/β = 1/μ,

S(R) = (2π)⁻³ (π²/αβ)^(3/2) ∫ exp(−k²/4μ) exp(−ik·R) d³k.

The last integral is (4πμ)^(3/2) exp(−μR²), and the prefactors combine to (πμ/αβ)^(3/2) = (π/p)^(3/2), as before.

The kinetic operator −τ∇², with τ = ħ²/2m_e = 0.0380998 eV nm², multiplies a plane wave by τk². Under the integral this has the same effect as −τ∇² acting on R:

T(R) = −τ∇_R² S(R) = τ(6μ − 4μ²R²) S(R).

Take α = 300 nm⁻², β = 200 nm⁻² and R = (0.03, −0.05, 0.09) nm. Then μ = 120 nm⁻² and R² = 0.0115 nm². Normalizing both orbitals replaces (π/p)^(3/2) by (4αβ/p²)^(3/4) = 0.96^(3/4), so

S = 0.96^(3/4) exp(−1.38) = 0.24399,
T = 0.0380998 × (720 − 662.4) × 0.24399 eV = 0.5355 eV.

A numerical orbital has no closed product rule, but the wavenumber route needs only its radial transform.

**General orbitals: distance separates from direction**

Let φ₁(r) = f₁(r)S_{l₁m₁}(r̂) and φ₂(r) = f₂(r)S_{l₂m₂}(r̂), where S_lm are orthonormal real spherical harmonics. The orbitals are real and vanish beyond radii c₁ and c₂. We want

S(R) = ∫ φ₁(r) φ₂(r−R) d³r.

Define the spherical Bessel function by

j_L(x) = ½ i^(−L) ∫₋₁¹ exp(ixu) P_L(u) du,

so that j₀(x) = sin x/x. Expanding exp(ikru) in Legendre polynomials gives the coefficients (2L+1)i^L j_L(kr). The addition theorem, which writes P_L as a sum over harmonics, then gives

exp(ik·r) = 4π Σ_LM i^L j_L(kr) S_LM(k̂) S_LM(r̂).

Insert the complex conjugate into the transform Φ(k) = ∫ exp(−ik·r)φ(r)d³r. Orthogonality over r̂ leaves one term:

Φ(k) = 4π(−i)^l F(k) S_lm(k̂),
F(k) = ∫₀^c r² j_l(kr) f(r) dr.

Writing φ₂(r−R) as an inverse transform and integrating over r gives

S(R) = (2π)⁻³ ∫ Φ₁*(k) Φ₂(k) exp(−ik·R) d³k.

Expand the last exponential as well. There are three factors 4π, and (4π)³/(2π)³ = 8. The phases are i^(l₁) from Φ₁*, (−i)^(l₂) from Φ₂ and (−i)^L from the exponential; their product is i^(l₁−l₂−L). The integral over k̂ is the real Gaunt coefficient

G(l₁m₁, l₂m₂, LM) = ∫ S_{l₁m₁} S_{l₂m₂} S_LM dΩ.

Reversing k̂ multiplies its integrand by (−1)^(l₁+l₂+L), so G vanishes unless l₁+l₂+L is even. A product of harmonics of degrees a and b contains no degree above a+b. Applied to each pair of the three harmonics, this restricts L to |l₁−l₂| ≤ L ≤ l₁+l₂. The phase is therefore real, and

S(R) = 8 Σ_L (−1)^((l₁−l₂−L)/2) I_L(R) Σ_M G(l₁m₁, l₂m₂, LM) S_LM(R̂),

I_L(R) = ∫₀^∞ k² F₁(k)F₂(k) j_L(kR) dk.

For the kinetic integral start from T = τ∫∇φ₁·∇φ₂ d³r, which requires square-integrable gradients. A gradient becomes ik in the transform, and (ik)*·(ik) = k². The formula for T is thus that for S with τk² inserted in I_L.

The directions enter through fixed angular coefficients, so only I_L(R) needs a table. A p–p block has nine elements but needs two functions, I₀ and I₂, for each operator. At R = 0 every j_L with L > 0 vanishes, so the undefined direction R̂ does no harm. What remains requires l₁ = l₂ and m₁ = m₂ and equals (2/π)I₀(0).

The separation holds for operators that are invariant under translations and rotations. A potential centred on a third atom is not of this kind and needs another method.

**Two blocks written out**

For s on the first centre and p_z on the second, L = 1 and the phase is −1. Since S₀₀ = 1/√(4π), the Gaunt coefficient is 1/√(4π) for the matching harmonic, and

S(s,p_z) = −8 (4π)^(−1/2) (3/4π)^(1/2) cosθ I₁ = −(2√3/π) cosθ I₁,

where θ is the angle between R and z. The sign has a simple meaning for a positive p radial function and a positive s function that decreases outward: when the p orbital lies above the s orbital, its negative lobe faces the s orbital.

For two p_z orbitals, the Gaunt sum picks the part of degree L from

S₁₀² = (3/4π)cos²θ = (1/4π)[1 + 2P₂(cosθ)].

The phase is +1 for L = 0 and −1 for L = 2. Because 2P₂ = 3cos²θ−1,

S(p_z,p_z) = (2/π)[I₀ − (3cos²θ−1)I₂].

Setting θ = 0 and θ = 90° gives the σ and π integrals:

S_σ = (2/π)(I₀ − 2I₂), S_π = (2/π)(I₀ + I₂).

**Gaussian reference values for higher l**

Let Y(r) = r^l S_lm(r̂), a homogeneous polynomial with ∇²Y = 0. Replacing its coordinates by derivatives with respect to a centre A gives

Y(∇_A) exp(−α|r−A|²) = (2α)^l Y(r−A) exp(−α|r−A|²).

To see this, put u = r−A, so that Y(∇_A) = (−1)^l Y(∇_u), and use

exp(−α|u+t|²) = exp(−αu²) exp(−2αu·t) exp(−αt²).

Differentiating with respect to u is the same as differentiating with respect to t and setting t = 0. Only terms of degree l in t survive. Those containing t² vanish: for homogeneous polynomials P and Q of equal degree P(∇)Q = Q(∇)P, and a factor t² in Q becomes ∇² acting on Y. The one remaining term is

Y(∇_t)(−2αu·t)^l/l! = (−2α)^l Y(u),

and the factor (−1)^l turns this into (2α)^l Y(u).

All Gaussian overlaps thus follow from the s–s result. With R = B−A, derivatives at A are −∇_R and those at B are +∇_R:

S = (−1)^(l₁) (2α)^(−l₁) (2β)^(−l₂) Y₁(∇_R) Y₂(∇_R) (π/p)^(3/2) exp(−μR²),

times the radial normalization constants. The kinetic integral is −τ∇_R² of this expression.

For p_z–p_z, a normalized p_z Gaussian is 2√α z times the normalized s Gaussian, because ⟨z²⟩ = 1/(4α) in the latter. The prefactor is therefore −(2√α)(2√β)/(4αβ) = −1/√(αβ), and

S(p_z,p_z) = [(2μ − 4μ²R_z²)/√(αβ)] S(s,s)
= [(240 − 466.56)/244.95] × 0.24399 = −0.22568.

For comparison, the same Gaussians were sampled every 0.001 nm out to 0.40 nm and treated as numerical orbitals. The samples were splined, transformed with 600 Gauss–Legendre points, summed over k with Δk = 2.5 nm⁻¹ up to 2000 nm⁻¹, and tabulated every 0.002 nm. The table gives −0.22567562 for this overlap, equal to the analytic value in all eight decimals. Over all s, p and d elements at this R, the largest absolute differences from the analytic values are 1.3×10⁻⁸ for overlap and 1.2×10⁻⁶ eV for kinetic energy. Evaluating I_L directly at |R|, without the table, reduces them to 8.6×10⁻¹⁰ and 4.4×10⁻⁸ eV. Interpolation is thus the larger error source here.

**Wavenumber spacing: a limit set by the orbital radii**

Let g(k) be the integrand of I_L. It is even in k, because l₁+l₂+L is even, and it vanishes at k = 0 because of its factor k². Let ĝ(x) = ∫ g(k)cos(kx)dk over the whole k axis. Poisson summation states

Δk Σ_n g(nΔk) = Σ_m ĝ(2πm/Δk),

with both sums over all integers. Half of the m = 0 term is the wanted integral. The spacing error of the half-axis sum is therefore

Σ_{m≥1} ĝ(2πm/Δk).

The definition of j_l shows that j_l(kr), as a function of k, contains oscillations exp(ikx) with |x| ≤ r. Hence F₁, F₂ and j_L(kR) contain |x| up to c₁, c₂ and R. In a product these ranges add, while factors k² act as derivatives in x and do not widen them. So ĝ(x) = 0 for |x| > c₁+c₂+R, and the spacing error vanishes when

Δk < 2π/(c₁+c₂+R).

The table ends at R = c₁+c₂, since orbitals farther apart do not touch. For the whole table it is enough that

Δk < π/(c₁+c₂).

Refining Δk further cannot repair another error. The condition is sufficient; a larger spacing may do little damage if ĝ happens to be small at the points 2πm/Δk.

Consider the model orbitals

f(r) = N r^l exp(−r/a)(1−r²/c²)³, r < c,

with c = 0.30 nm on both centres, a = 0.05 nm on the first and 0.04 nm on the second. N normalizes each orbital. At R = 0.123 nm the limit is 2π/0.723 = 8.69 nm⁻¹; for the whole table it is 5.24 nm⁻¹. The s–s overlap, summed with Δk = 2.5 nm⁻¹, is 0.25696. Changing Δk to 8 nm⁻¹ alters it by only 1.3×10⁻¹⁴. At 20 nm⁻¹ the change is 0.085, one third of the integral.

**Largest wavenumber: a limit set by cusps and edges**

For an s orbital put u(r) = rf(r), so that

F(k) = (1/k) ∫₀^c u(r) sin(kr) dr.

If u, u′ and u″ vanish at c, three integrations by parts leave the boundary term at the origin:

∫₀^c u sin(kr) dr = u(0)/k − u″(0)/k³ + smaller terms.

Here u(0) = 0 and u″(0) = 2f′(0), hence

F(k) → −2f′(0)/k⁴.

A cusp at the nucleus, f′(0) ≠ 0, therefore gives a power-law tail. For the kinetic energy of one such orbital, T = (2/π)τ∫k⁴F²dk, the part beyond k_max is to leading order

δT = (2/π)τ[2f′(0)]² ∫_{k_max}^∞ k⁻⁴ dk = 8τf′(0)²/(3πk_max³).

The norm has two fewer powers of k and loses 8f′(0)²/(5πk_max⁵). The kinetic integral thus sets the cutoff.

For the model s orbital with a = 0.05 nm, a radial integration in real space gives T = 22.6485 eV. Stopping the k integral at 400 nm⁻¹ loses 9.62 meV; the tail formula predicts 9.65 meV. Reducing the loss to 1 meV requires

k_max ≈ 400 × 9.65^(1/3) nm⁻¹ ≈ 850 nm⁻¹.

At 2000 nm⁻¹ the formula gives 0.08 meV. If the program asks for an energy E = τk_max², the loss falls as E^(−3/2), and 400 nm⁻¹ corresponds to about 6.1 keV.

Between different centres the factor j₀(kR) = sin(kR)/(kR) supplies another power of 1/k. Using |sin| ≤ 1 in the leading tail, the missing s–s kinetic integral is at most

2τ|f₁′(0)f₂′(0)|/(πRk_max⁴).

The one-centre value is thus the more demanding guide once k_maxR is large.

The outer edge matters too. If an s orbital reaches zero with a kink, u(c) = 0 but u′(c) ≠ 0, the second integration by parts gives F → u′(c)sin(kc)/k³. Averaging sin² to ½, the kinetic loss is

δT ≈ τu′(c)²/(πk_max),

which falls far more slowly than a cusp error. If the orbital itself jumps at c, then F² falls as k⁻⁴, the one-centre kinetic integrand does not decay, and that integral diverges. Raising k_max cannot cure that; the orbital must be made continuous. By contrast, a Gaussian has a transform proportional to k^l exp(−k²/4α) and needs no long tail.

The radial quadrature must follow j_l(kr) up to k_max. With c = 0.30 nm and k_max = 2000 nm⁻¹ there are 600/2π ≈ 95 oscillations across the orbital, sampled here by 600 points. Raising k_max without refining this quadrature eventually fails abruptly. With these 600 points the one-centre kinetic energy still improves up to 6000 nm⁻¹ but is wrong by thousands of eV at 8000 nm⁻¹.

**Distance step: fourth order for smooth tables**

A cubic spline with suitable end conditions reproduces any cubic polynomial. The first Taylor term it can miss is the fourth, so for a smooth table the error scales as h⁴ times the fourth derivative of I_L. Differentiating the definition of j_L four times inserts u⁴ in its integral. Since |P_L| ≤ 1, |j_L⁗| ≤ ½∫₋₁¹u⁴du = 1/5, and

|I_L⁗(R)| ≤ (1/5) ∫₀^∞ k⁶|F₁F₂| dk,

when this integral converges. The kinetic table has k⁸ in place of k⁶, with a factor τ, and so weights compact features more strongly. For two s orbitals with cusps F₁F₂ falls as k⁻⁸, and the kinetic bound does not converge; there the step should be judged by halving it. The divergence of the bound does not by itself lower the order. The cusps add a term in R³ at small R, which a cubic spline on R ≥ 0 follows, and the untruncated kinetic table of the model s–s pair still gains a factor of 14 to 16 per halving. A table cut at k_max carries in addition a ripple of wavelength 2π/k_max. With k_max = 2000 nm⁻¹ the gain drops to about 1.5 between h = 0.002 and 0.001 nm, at an error near 2×10⁻⁵ eV.

For the s–s Gaussian pair above, the largest error of I₀ at the midpoints of the table falls from 1.72×10⁻⁶ at h = 0.004 nm to 1.09×10⁻⁷ at h = 0.002 nm. The ratio is 15.9, close to 2⁴ = 16. For the model p–p pair at the smaller step, the largest midpoint errors in I_L are 1.7×10⁻⁷ for overlap and 2.7×10⁻⁵ eV for kinetic energy.

**A p orbital pair from table to matrix element**

Use the model orbitals with R = (0.041, 0.082, 0.082) nm. The distance is 0.123 nm, midway between table points, and cosθ = 2/3. The splined tables give:

- s–p: I₁ = 0.387153 for overlap, 5.28694 eV for kinetic energy.
- p–p: I₀ = 0.151056 and −1.6765 eV.
- p–p: I₂ = 0.351035 and 8.8701 eV.

For s–p_z the common factor is −(2√3/π)(2/3) = −0.735105:

S = −0.735105 × 0.387153 = −0.28460,
T = −0.735105 × 5.28694 eV = −3.8865 eV.

For p_z–p_z, 3cos²θ−1 = 1/3:

S = 0.636620 × (0.151056 − 0.117012) = 0.02167,
T = 0.636620 × (−1.6765 − 2.9567) eV = −2.9496 eV.

The last value is −4.726×10⁻¹⁹ J.

A direct real-space integration provides a comparison. At fixed r₁ the distance to the second centre obeys r₂² = r₁²+R²−2r₁R cosϑ, where ϑ is measured from R. Thus |d cosϑ| = r₂dr₂/(r₁R), and

d³r = (r₁r₂/R) dr₁ dr₂ dφ.

Gauss–Legendre integration over both distances, with a uniform sum over φ, reproduces these four matrix elements to the digits shown. For all s, p and d elements at this R, the largest differences are 3.7×10⁻⁹ and 1.7×10⁻⁷ eV.

The small p_z–p_z overlap is a cancellation. The σ and π overlaps are −0.35079 and 0.31964, and the formula above is equivalent to

S = cos²θ S_σ + sin²θ S_π = −0.15590 + 0.17758 = 0.0217.

An absolute table error is therefore a larger fraction of this element than of either part. Tolerances are best set in absolute terms.

The distance dependence shows the same geometry:

- R = 0: S_σ = S_π = 0.987.
- R = 0.05 nm: 0.488 and 0.806.
- R = 0.10 nm: −0.202 and 0.459.
- R = 0.20 nm: −0.254 and 0.062.
- R = 0.30 nm: −0.028 and 0.003.

At zero distance the two values agree because no direction is singled out. They lie below one because the two radial functions differ. The σ overlap changes sign between 0.05 and 0.10 nm, as facing lobes of opposite sign begin to dominate.

**Setting the values**

1. Inspect the orbital edge first. A jump makes the one-centre kinetic integral diverge, and a kink leaves it with an error of order 1/k_max.
2. Choose k_max from the kinetic tail. For a cusp and an allowed one-centre loss δT, take k_max = [8τf′(0)²/(3πδT)]^(1/3), using the steepest s orbital. For a hydrogen-like 1s orbital f′(0)² = 4(Z/a₀)⁵, with a₀ the Bohr radius, so this k_max grows as Z^(5/3): for 1 meV it is about 680 nm⁻¹ at Z = 1 and 5.5×10⁴ nm⁻¹ at Z = 14. An orbital without a cusp, such as a pseudopotential orbital, has f′(0) = 0 and gets no value from this formula. If it has a kink, use k_max = τu′(c)²/(πδT); otherwise raise k_max until the one-centre kinetic energy settles. If the basis also contains much more compact p or d orbitals, check their integrals at a larger k_max. Refine the radial quadrature whenever k_max is raised.
3. Choose Δk below π/(c₁+c₂) for the largest pair of radii. Longer orbitals lower this safe limit even if they are smooth.
4. Choose h by halving it and watching the kinetic table. For a smooth table each halving reduces the error about sixteenfold; for cusped s orbitals the gain stalls once h approaches the scale of the ripple of wavelength 2π/k_max left by the cutoff, and then k_max has to be raised.

These settings control the integrals of given orbitals. They do not reduce the error caused by a basis with too few orbitals or too short a cutoff radius, and tighter tables should not be read as a better basis.

Numerical values quoted here were computed with a short program.
